# Why a four-site Hückel chain is 5.8 times as polarizable as a bond: verification in Python

```python
"""Uncoupled longitudinal polarizability of straight, uniform Hueckel chains.

Result under test, for hopping -t, spacing a and one electron per site:
    alpha_2 = e^2 a^2 / (2 t)
    alpha_4 = (13 sqrt(5) / 10) e^2 a^2 / t
    alpha_4 / alpha_2 = 13 / sqrt(5), about 5.81
e: elementary charge, F: field along the chain, x: position along the chain.
The energy is E(F) = E(0) - alpha F^2 / 2; an electron at x gains +e F x.
Reduced quantities use t as energy unit, a as length unit, e as charge unit.
"""
from itertools import combinations

import numpy as np
import sympy as sp
from scipy import constants as const


def centred_positions(n_sites):
    return np.arange(n_sites) - (n_sites - 1) / 2


def hueckel_matrix(hoppings):
    return -np.diag(hoppings, 1) - np.diag(hoppings, -1)


def sum_over_states(hoppings, positions):
    """Polarizability from occupied-to-empty transitions."""
    levels, orbitals = np.linalg.eigh(hueckel_matrix(hoppings))
    x_matrix = orbitals.T @ np.diag(positions) @ orbitals
    n_occ = len(positions) // 2
    return sum(4 * x_matrix[i, m]**2 / (levels[m] - levels[i])
               for i in range(n_occ) for m in range(n_occ, len(positions)))


def energy_in_field(hoppings, positions, field):
    matrix = hueckel_matrix(hoppings) + field * np.diag(positions)
    return 2 * np.linalg.eigvalsh(matrix)[:len(positions) // 2].sum()


def curvature(energy, step):
    """Polarizability as minus the second field derivative of the energy."""
    return -(energy(step) + energy(-step) - 2 * energy(0.0)) / step**2


def induced_dipole(hoppings, positions, field, charge=1.0):
    """Dipole from the electron density in the field."""
    matrix = hueckel_matrix(hoppings) + charge * field * np.diag(positions)
    orbitals = np.linalg.eigh(matrix)[1][:, :len(positions) // 2]
    density = 2 * (orbitals**2).sum(axis=1)
    return -charge * density @ positions


def interacting_energy(n_sites, hopping, onsite, pair, field_step):
    """Full diagonalization with equal numbers of up and down electrons.

    field_step is e F a. Neighbour hops in an ordered open chain never
    exchange electrons of equal spin, so they carry no extra sign.
    """
    configs = list(combinations(range(n_sites), n_sites // 2))
    occupation = np.array([[float(s in c) for s in range(n_sites)]
                           for c in configs])
    size = len(configs)
    hops = np.zeros((size, size))
    for p in range(size):
        for q in range(size):
            moved = sorted(set(configs[p]) ^ set(configs[q]))
            if len(moved) == 2 and moved[1] - moved[0] == 1:
                hops[p, q] = -hopping
    identity = np.eye(size)
    matrix = np.kron(hops, identity) + np.kron(identity, hops)
    positions = centred_positions(n_sites)
    diagonal = []
    for up in occupation:
        for down in occupation:
            excess = up + down - 1
            value = onsite * (up @ down) + 0.5 * excess @ pair @ excess
            diagonal.append(value + field_step * (up + down) @ positions)
    return np.linalg.eigvalsh(matrix + np.diag(diagonal))[0]


# Reduced polarizabilities: transitions against finite-field energies
x2, x4 = centred_positions(2), centred_positions(4)
bond, chain = np.ones(1), np.ones(3)
alpha2 = sum_over_states(bond, x2)
alpha4 = sum_over_states(chain, x4)
field2 = curvature(lambda f: energy_in_field(bond, x2, f), 1e-3)
field4 = curvature(lambda f: energy_in_field(chain, x4, f), 1e-3)
root5 = np.sqrt(5)
assert abs(field2 - 1 / 2) < 1e-5
assert abs(field4 - 13 * root5 / 10) < 1e-4
assert abs(alpha2 - field2) < 1e-5 and abs(alpha4 - field4) < 1e-4
ratio = alpha4 / alpha2
assert abs(ratio - 13 / root5) < 1e-10

# Closed forms of levels, orbitals and displacement elements
levels, orbitals = np.linalg.eigh(hueckel_matrix(chain))
k = np.arange(1, 5)
assert np.allclose(levels, -2 * np.cos(k * np.pi / 5))
sines = np.sqrt(2 / 5) * np.sin(np.outer(k, k) * np.pi / 5)
assert np.allclose(abs(orbitals), abs(sines))
x_matrix = abs(orbitals.T @ np.diag(x4) @ orbitals)
assert abs(x_matrix[1, 2] - (5 + 2 * root5) / 10) < 1e-12
assert abs(x_matrix[0, 3] - (5 - 2 * root5) / 10) < 1e-12
assert x_matrix[0, 2] < 1e-12 and x_matrix[1, 3] < 1e-12
gap_frontier = levels[2] - levels[1]
gap_outer = levels[3] - levels[0]
assert abs(gap_frontier - (root5 - 1)) < 1e-12
assert abs(gap_outer - (root5 + 1)) < 1e-12
term_frontier = 4 * x_matrix[1, 2]**2 / gap_frontier
term_outer = 4 * x_matrix[0, 3]**2 / gap_outer
displacement_factor = x_matrix[1, 2]**2 / 0.5**2
gap_factor = 2 / gap_frontier

# Orbital-free exact check from the characteristic polynomial
f, lam = sp.symbols("f lam", real=True)
symbolic = sp.zeros(4, 4)
for site in range(4):
    symbolic[site, site] = sp.Rational(2 * site - 3, 2) * f
for site in range(3):
    symbolic[site, site + 1] = symbolic[site + 1, site] = -1
coeffs = [sp.expand(c) for c in symbolic.charpoly(lam).all_coeffs()]
assert coeffs[1] == 0 and coeffs[3] == 0
S, P = -coeffs[2], coeffs[4]
assert sp.expand(S - 3 - sp.Rational(5, 2) * f**2) == 0
assert sp.expand(P - 1 - sp.Rational(3, 4) * f**2
                 - sp.Rational(9, 16) * f**4) == 0
exact_energy = -2 * sp.sqrt(S + 2 * sp.sqrt(P))
exact_alpha = -sp.diff(exact_energy, f, 2).subs(f, 0)
assert sp.simplify(exact_alpha - 13 * sp.sqrt(5) / 10) == 0
assert abs(float(exact_energy.subs(f, sp.Rational(3, 10)))
           - energy_in_field(chain, x4, 0.3)) < 1e-10

# Cutting the middle bond must leave two independent bonds
cut = np.array([1.0, 0.0, 1.0])
ratio_cut = curvature(lambda g: energy_in_field(cut, x4, g), 1e-3) / field2
assert abs(ratio_cut - 2) < 1e-4

# Example with rough parameters of conjugated carbon segments
t_eV, a_nm = 2.5, 0.14
field_MV_cm, temperature = 5.0, 400.0
e = const.e
t_J, a_m = t_eV * e, a_nm * 1e-9
field_SI = field_MV_cm * 1e8
alpha2_SI = e**2 * a_m**2 / (2 * t_J)
alpha4_SI = 13 * root5 / 10 * e**2 * a_m**2 / t_J
for hops, pos, formula in ((bond, x2, alpha2_SI), (chain, x4, alpha4_SI)):
    probe = 1e7
    dipole = induced_dipole(t_J * hops, a_m * pos, probe, e)
    assert abs(dipole / probe / formula - 1) < 1e-5
to_volume = 1e27 / (4 * np.pi * const.epsilon_0)
volume2, volume4 = alpha2_SI * to_volume, alpha4_SI * to_volume

# Neglected effects, one at a time
weak = np.array([1.0, 0.8, 1.0])
ratio_weak = sum_over_states(weak, x4) / alpha2
assert ratio_cut < ratio_weak < ratio
directions = np.radians([30, -30, 30])
zigzag = np.concatenate(([0.0], np.cumsum(np.cos(directions))))
zigzag -= zigzag.mean()
ratio_zigzag = sum_over_states(chain, zigzag) / alpha2

onsite_eV = 11.0
coulomb = e * 1e9 / (4 * np.pi * const.epsilon_0)


def ohno_pairs(n_sites):
    sites = np.arange(n_sites)
    distance = a_nm * abs(sites[:, None] - sites[None, :])
    pair = onsite_eV / np.sqrt(1 + (onsite_eV * distance / coulomb)**2)
    np.fill_diagonal(pair, 0.0)
    return pair


def interacting_alpha(n_sites, onsite, pair):
    """Result in units of e^2 a^2 / t."""
    return t_eV * curvature(lambda w: interacting_energy(
        n_sites, t_eV, onsite, pair, w), 1e-2)


assert abs(interacting_alpha(2, 0, np.zeros((2, 2))) / alpha2 - 1) < 1e-4
assert abs(interacting_alpha(4, 0, np.zeros((4, 4))) / alpha4 - 1) < 1e-4
ppp2 = interacting_alpha(2, onsite_eV, ohno_pairs(2))
ppp4 = interacting_alpha(4, onsite_eV, ohno_pairs(4))
neighbour_eV = ohno_pairs(2)[0, 1]
ionic_cost = onsite_eV - neighbour_eV
ground = ionic_cost / 2 - np.sqrt(ionic_cost**2 / 4 + 4 * t_eV**2)
ionic_weight = ground**2 / (ground**2 + 4 * t_eV**2)
ppp2_formula = 2 * t_eV * ionic_weight / (ionic_cost - ground)
assert abs(ppp2 / ppp2_formula - 1) < 1e-4

sigma_nm3 = 0.002
ratio_sigma = (volume4 + 4 * sigma_nm3) / (volume2 + 2 * sigma_nm3)
dipole_full = induced_dipole(t_J * chain, a_m * x4, field_SI, e)
nonlinear = dipole_full / (alpha4_SI * field_SI) - 1
reduced_field = e * field_SI * a_m / t_J
thermal_eV = const.k * temperature / e
half_gap_eV = gap_frontier * t_eV / 2
occupation = 1 / (np.exp(half_gap_eV / thermal_eV) + 1)

print(f"Hopping t: {t_eV:.2f} eV")
print(f"Spacing a: {a_nm:.2f} nm")
print("Four-site levels / t:", np.round(levels, 4))
print(f"|x_23| / a: {x_matrix[1, 2]:.5f}")
print(f"|x_14| / a: {x_matrix[0, 3]:.5f}")
print(f"Gap 2-3 / t: {gap_frontier:.5f}")
print(f"Gap 1-4 / t: {gap_outer:.5f}")
print(f"Term 2-3 of alpha_4 / (e^2 a^2/t): {term_frontier:.5f}")
print(f"Term 1-4 of alpha_4 / (e^2 a^2/t): {term_outer:.5f}")
print(f"Share of term 2-3: {100 * term_frontier / alpha4:.2f} %")
print(f"alpha_2 / (e^2 a^2/t), transitions: {alpha2:.5f}")
print(f"alpha_2 / (e^2 a^2/t), finite field: {field2:.5f}")
print(f"alpha_4 / (e^2 a^2/t), transitions: {alpha4:.5f}")
print(f"alpha_4 / (e^2 a^2/t), finite field: {field4:.5f}")
print(f"Ratio alpha_4/alpha_2: {ratio:.4f}")
print(f"Squared-displacement factor: {displacement_factor:.4f}")
print(f"Gap factor: {gap_factor:.4f}")
print(f"Product of the two factors: {displacement_factor * gap_factor:.4f}")
print(f"Ratio with middle bond cut: {ratio_cut:.4f}")
print(f"Two-site gap: {2 * t_eV:.3f} eV")
print(f"Four-site frontier gap: {gap_frontier * t_eV:.3f} eV")
print(f"Two-site polarizability volume: {volume2:.5f} nm^3")
print(f"Four-site polarizability volume: {volume4:.5f} nm^3")
print(f"Two-site alpha: {alpha2_SI:.4e} C m^2/V")
print(f"Four-site alpha: {alpha4_SI:.4e} C m^2/V")
print(f"Ratio, middle hopping {weak[1]:.1f} t: {ratio_weak:.3f}")
print(f"Ratio, zigzag axial / straight bond: {ratio_zigzag:.3f}")
print(f"On-site repulsion (rough input): {onsite_eV:.1f} eV")
print(f"Neighbour repulsion, Ohno: {neighbour_eV:.3f} eV")
print(f"Interacting alpha_2 / uncoupled alpha_2: {ppp2 / alpha2:.3f}")
print(f"Interacting alpha_4 / uncoupled alpha_4: {ppp4 / alpha4:.3f}")
print(f"Ratio with electron repulsion: {ppp4 / ppp2:.3f}")
print(f"Sigma volume per carbon (rough input): {sigma_nm3:.3f} nm^3")
print(f"Ratio with sigma electrons added: {ratio_sigma:.2f}")
print(f"Applied field: {field_MV_cm:.1f} MV/cm")
print(f"Reduced field eFa/t: {reduced_field:.4f}")
print(f"Four-site induced dipole: {dipole_full / e * 1e9:.5f} e nm")
print(f"Nonlinear change of dipole: {100 * nonlinear:.4f} %")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {thermal_eV:.4f} eV")
print(f"Thermal occupation of lowest empty orbital: {occupation:.1e}")
print("OK")
```

Output:

```
Hopping t: 2.50 eV
Spacing a: 0.14 nm
Four-site levels / t: [-1.618 -0.618  0.618  1.618]
|x_23| / a: 0.94721
|x_14| / a: 0.05279
Gap 2-3 / t: 1.23607
Gap 1-4 / t: 3.23607
Term 2-3 of alpha_4 / (e^2 a^2/t): 2.90344
Term 1-4 of alpha_4 / (e^2 a^2/t): 0.00344
Share of term 2-3: 99.88 %
alpha_2 / (e^2 a^2/t), transitions: 0.50000
alpha_2 / (e^2 a^2/t), finite field: 0.50000
alpha_4 / (e^2 a^2/t), transitions: 2.90689
alpha_4 / (e^2 a^2/t), finite field: 2.90689
Ratio alpha_4/alpha_2: 5.8138
Squared-displacement factor: 3.5889
Gap factor: 1.6180
Product of the two factors: 5.8069
Ratio with middle bond cut: 2.0000
Two-site gap: 5.000 eV
Four-site frontier gap: 3.090 eV
Two-site polarizability volume: 0.00564 nm^3
Four-site polarizability volume: 0.03282 nm^3
Two-site alpha: 6.2805e-40 C m^2/V
Four-site alpha: 3.6514e-39 C m^2/V
Ratio, middle hopping 0.8 t: 4.531
Ratio, zigzag axial / straight bond: 4.360
On-site repulsion (rough input): 11.0 eV
Neighbour repulsion, Ohno: 7.513 eV
Interacting alpha_2 / uncoupled alpha_2: 0.476
Interacting alpha_4 / uncoupled alpha_4: 0.301
Ratio with electron repulsion: 3.670
Sigma volume per carbon (rough input): 0.002 nm^3
Ratio with sigma electrons added: 4.23
Applied field: 5.0 MV/cm
Reduced field eFa/t: 0.0280
Four-site induced dipole: 0.01139 e nm
Nonlinear change of dipole: -0.0051 %
Temperature: 400 K
Thermal energy kT: 0.0345 eV
Thermal occupation of lowest empty orbital: 3.4e-20
OK
```
